# Barrier bias from fitting one threshold to a two-valley ballistic-emission spectrum: a numerical check

```python
# Result under test: a spectrum a_G*(V-phi_G)^2 + a_L*(V-phi_L)^2 (each term only
# above its threshold) fitted by ONE quadratic threshold gives phi_G + b, where
#   b (W-b)^3 (W+b) = rho (D-b) (W-D)^3 (W+D-2b),   0 < b < D.
# D = phi_L - phi_G, rho = a_L/a_G, W = top of fitting window minus phi_G.
# Energies in eV, voltages in V, currents in pA, amplitudes in pA/V^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, least_squares, minimize_scalar
from scipy.special import spence, expit

temperature = 300.0
kT = sc.k * temperature / sc.e
phi_G, phi_L = 0.90, 1.20
a_G, a_L = 50.0, 100.0
v_low, v_high, v_step, noise = 0.70, 1.50, 0.005, 0.10
D, rho, W = phi_L - phi_G, a_L / a_G, v_high - phi_G


def cold(x):
    return np.maximum(x, 0.0) ** 2


def warm(x):
    # spence(1+y) is the dilogarithm Li2(-y)
    return -2 * kT**2 * spence(1 + np.exp(x / kT))


def bias_equation(b, W, D, rho):
    return (b * (W - b)**3 * (W + b)
            - rho * (D - b) * (W - D)**3 * (W + D - 2 * b))


def bias_closed(W, D, rho):
    if W <= D + 1e-9:
        return 0.0
    return brentq(bias_equation, 0.0, D, args=(W, D, rho), xtol=1e-14)


def direct_loss(b, W, D, rho):
    # squared misfit integrated over the window, best amplitude at given b
    x = np.linspace(-0.2, W, 1601)
    weight = np.ones_like(x)
    weight[[0, -1]] = 0.5
    data = cold(x) + rho * cold(x - D)
    shape = cold(x - b)
    amp = np.sum(weight * data * shape) / np.sum(weight * shape**2)
    return np.sum(weight * (data - amp * shape)**2)


def bias_direct(W, D, rho):
    return minimize_scalar(direct_loss, bounds=(-0.15, 0.9 * W),
                           args=(W, D, rho), method="bounded",
                           options={"xatol": 1e-10}).x


# --- bias equation against direct minimisation
for case in [(W, D, rho), (0.6, 0.3, 0.5), (0.6, 0.15, 4.0), (0.5, 0.3, 10.0)]:
    assert abs(bias_closed(*case) - bias_direct(*case)) < 2e-5, case
scan = np.array([direct_loss(b, W, D, rho) for b in np.arange(-0.19, 0.56, 0.005)])
minima = np.sum((scan[1:-1] < scan[:-2]) & (scan[1:-1] < scan[2:]))
assert minima == 1
weak_rho = 0.02
weak_formula = weak_rho * D * (1 - D / W)**3 * (1 + D / W)
weak_direct = bias_direct(W, D, weak_rho)
assert abs(weak_formula / weak_direct - 1) < 0.01

# --- thermal law against quadrature over the Fermi edge
for x in (-0.05, 0.0, 0.1, 0.4):
    numeric = quad(lambda e: 2 * e * expit((x - e) / kT), 0, 1.5,
                   points=[max(x, 0.01)], epsabs=1e-13, limit=200)[0]
    assert abs(numeric - warm(x)) < 1e-9
assert abs(warm(0.4) - (0.4**2 + np.pi**2 * kT**2 / 3)) < 1e-8

# --- flux into a tilted L ellipsoid by a momentum-space sum (hbar = m0 = 1)
m_G, m_long, m_trans = 0.067, 1.9, 0.075
axis = np.ones(3) / np.sqrt(3)
mass = m_trans * np.eye(3) + (m_long - m_trans) * np.outer(axis, axis)
inverse = np.linalg.inv(mass)
mass_L = np.sqrt(np.linalg.det(mass[:2, :2]))
n_k = 140
k_max = np.sqrt(2 * 0.6 * mass[0, 0])
k = (np.arange(n_k) + 0.5) * 2 * k_max / n_k - k_max
kx, ky, kz = np.meshgrid(k, k, k, indexing="ij", sparse=True)
vx = inverse[0, 0] * kx + inverse[0, 1] * ky + inverse[0, 2] * kz
vy = inverse[1, 0] * kx + inverse[1, 1] * ky + inverse[1, 2] * kz
vz = inverse[2, 0] * kx + inverse[2, 1] * ky + inverse[2, 2] * kz
energy = 0.5 * (kx * vx + ky * vy + kz * vz)
flux_ratio = []
for top in (0.3, 0.6):
    flux = np.sum(vz[(energy < top) & (vz > 0)]) * (2 * k_max / n_k)**3
    flux_ratio.append(flux / (np.pi * top**2 * mass_L))
assert max(abs(np.array(flux_ratio) - 1)) < 0.02
mode_ratio = 4 * mass_L / m_G


# --- spectra and fits
def grid(top):
    return np.linspace(v_low, top, int(round((top - v_low) / v_step)) + 1)


def fit(volts, current, start, kernel=warm):
    def solve(thresholds):
        shapes = np.column_stack([kernel(volts - t) for t in thresholds])
        amps = np.linalg.lstsq(shapes, current, rcond=None)[0]
        return amps, current - shapes @ amps
    result = least_squares(lambda t: solve(t)[1], start,
                           bounds=(0.6, volts[-1] - 0.02),
                           xtol=1e-10, ftol=1e-10, gtol=1e-10)
    amps, residual = solve(result.x)
    return result.x, amps, residual


def threshold_errors(volts, thresholds, amps):
    h = 1e-4
    slopes = [-a * (warm(volts - t + h) - warm(volts - t - h)) / (2 * h)
              for t, a in zip(thresholds, amps)]
    jac = np.column_stack(slopes + [warm(volts - t) for t in thresholds])
    cov = noise**2 * np.linalg.inv(jac.T @ jac)
    return np.sqrt(np.diag(cov))[:len(thresholds)]


def general_spectrum(volts, valleys, weight=lambda v, e: 1.0):
    # valleys: (threshold, amplitude, mode count as function of excess energy)
    excess = np.linspace(0, 1.2, 2401)
    total = np.zeros_like(volts)
    for threshold, amp, modes in valleys:
        e = threshold + excess[None, :]
        v = volts[:, None]
        total += trapezoid(2 * amp * modes(excess) * weight(v, e)
                           * expit((v - e) / kT), excess, axis=1)
    return total


def linear(e):
    return e


volts = grid(v_high)
clean = a_G * warm(volts - phi_G) + a_L * warm(volts - phi_L)
plain = [(phi_G, a_G, linear), (phi_L, a_L, linear)]
quadrature_data = general_spectrum(volts, plain)
assert np.max(np.abs(quadrature_data - clean)) < 1e-3
recovered = fit(volts, quadrature_data, [0.95, 1.25])[0]
assert np.max(np.abs(recovered - [phi_G, phi_L])) < 1e-4

one_clean, one_amp, one_res = fit(volts, clean, [1.0])
bias_warm = one_clean[0] - phi_G
bias_cold = bias_closed(W, D, rho)
assert abs(bias_warm - bias_cold) < 0.005
only_gamma = fit(volts, a_G * warm(volts - phi_G), [1.0])[0][0] - phi_G
assert abs(only_gamma) < 1e-5

rng = np.random.default_rng(7)
noisy = clean + noise * rng.standard_normal(volts.size)
two_t, two_a, two_r = fit(volts, noisy, [0.95, 1.25])
one_t, one_a, one_r = fit(volts, noisy, [1.0])
chi_two = np.sum(two_r**2) / noise**2 / (volts.size - 4)
chi_one = np.sum(one_r**2) / noise**2 / (volts.size - 2)
r2_one = 1 - np.sum(one_r**2) / np.sum((noisy - noisy.mean())**2)
assert 0.5 < chi_two < 1.6 and chi_one > 2

err_two = threshold_errors(volts, [phi_G, phi_L], [a_G, a_L])
err_short = threshold_errors(grid(phi_L), [phi_G], [a_G])[0]
runs = 150
sample_two, sample_one = [], []
for _ in range(runs):
    trial = clean + noise * rng.standard_normal(volts.size)
    sample_two.append(fit(volts, trial, [0.95, 1.25])[0])
    sample_one.append(fit(volts, trial, [1.0])[0][0])
sample_two, sample_one = np.array(sample_two), np.array(sample_one)
spread = sample_two.std(axis=0, ddof=1)
assert np.all(np.abs(spread / err_two - 1) < 0.3)
assert np.all(np.abs(sample_two.mean(axis=0) - [phi_G, phi_L])
              < 5 * spread / np.sqrt(runs))

# --- effects left out of the fit model, added to the data one at a time
gap_width, gap_barrier = 0.8e-9, 4.0
E0 = (sc.hbar * np.sqrt(gap_barrier * sc.e)
      / (gap_width * np.sqrt(2 * sc.m_e)) / sc.e)
alpha = (1 - m_G)**2 / 1.42


def tunnel_weight(v, e):
    return np.exp(-(v - e) / E0) / (1 - np.exp(-v / E0))


def reflected(e):
    return e * np.sqrt(e / W)


variants = {
    "X valley": general_spectrum(volts, plain + [(phi_G + 0.48, 100.0, linear)]),
    "tunnel energies": general_spectrum(volts, plain, tunnel_weight),
    "nonparabolic G": general_spectrum(
        volts, [(phi_G, a_G, lambda e: e * (1 + alpha * e)), plain[1]]),
    "reflection": general_spectrum(
        volts, [(phi_G, a_G, reflected), (phi_L, a_L, reflected)]),
}

doping, eps = 1e22, 12.9 * sc.epsilon_0
N_c = 2 * (2 * np.pi * m_G * sc.m_e * sc.k * temperature / sc.h**2)**1.5
built_in = phi_G - kT * np.log(N_c / doping)
field = np.sqrt(2 * sc.e * doping * built_in / eps)
lowering = np.sqrt(sc.e * field / (4 * np.pi * eps))
E00 = 0.5 * sc.hbar * np.sqrt(doping / (m_G * sc.m_e * eps))

print(f"inputs: phi_G {phi_G:.2f} eV, phi_L {phi_L:.2f} eV, kT {1e3*kT:.2f} meV")
print(f"a_G {a_G:.0f}, a_L {a_L:.0f} pA/V^2, rho {rho:.1f}, noise {noise:.2f} pA")
print(f"window {v_low:.2f}-{v_high:.2f} V, step {1e3*v_step:.0f} mV, {volts.size} points")
print(f"D {D:.2f} eV, W {W:.2f} eV")
print(f"flux sum / formula, tops 0.3 and 0.6: {flux_ratio[0]:.4f} {flux_ratio[1]:.4f}")
print(f"masses (m0): G {m_G}, L long {m_long}, L trans {m_trans}")
print(f"projected L mass {mass_L:.3f} m0; mode ratio 4L/G {mode_ratio:.1f}")
print(f"bias, equation, T=0:      {1e3*bias_cold:.2f} meV")
print(f"bias, direct minimum, T=0: {1e3*bias_direct(W, D, rho):.2f} meV")
print(f"bias, 300 K noise-free:   {1e3*bias_warm:.2f} meV")
print(f"its amplitude {one_amp[0]:.1f} pA/V^2, rms misfit {np.sqrt(np.mean(one_res**2)):.3f} pA")
print(f"bias with L valley removed: {1e3*only_gamma:.4f} meV")
print(f"weak L, rho {weak_rho}: formula {1e3*weak_formula:.3f}, direct {1e3*weak_direct:.3f} meV")
print("V (V) | G part | L part | one-threshold fit (pA), noise-free")
for v in (0.90, 1.00, 1.20, 1.35, 1.50):
    print(f"{v:.2f} | {a_G*warm(v-phi_G):.3f} | {a_L*warm(v-phi_L):.3f} | "
          f"{one_amp[0]*warm(v-one_clean[0]):.3f}")
print(f"noisy, two thresholds: {two_t[0]:.4f}, {two_t[1]:.4f} eV")
print(f"  amplitudes {two_a[0]:.1f}, {two_a[1]:.1f} pA/V^2, red. chi2 {chi_two:.2f}")
print(f"noisy, one threshold: {one_t[0]:.4f} eV, amplitude {one_a[0]:.1f} pA/V^2")
print(f"  red. chi2 {chi_one:.2f}, R^2 {r2_one:.5f}")
print(f"predicted std errors, two-fit: {1e3*err_two[0]:.2f}, {1e3*err_two[1]:.2f} meV")
print(f"spread of {runs} two-fits:     {1e3*spread[0]:.2f}, {1e3*spread[1]:.2f} meV")
print(f"one-fits: mean bias {1e3*(sample_one.mean()-phi_G):.2f}, "
      f"spread {1e3*sample_one.std(ddof=1):.2f} meV")
print(f"one-fit stopped at phi_L: std error {1e3*err_short:.2f} meV")
print("window top (V) | bias T=0 equation | bias 300 K fit (meV)")
for top in (1.20, 1.30, 1.40, 1.50):
    v = grid(top)
    data = a_G * warm(v - phi_G) + a_L * warm(v - phi_L)
    b_fit = fit(v, data, [0.95])[0][0] - phi_G
    print(f"{top:.2f} | {1e3*bias_closed(top-phi_G, D, rho):.2f} | {1e3*b_fit:.2f}")
print(f"saturation current too low by factor {np.exp(bias_warm/kT):.1f}")
print(f"tunnel gap {1e9*gap_width:.1f} nm, {gap_barrier:.1f} eV: decay energy {E0:.3f} eV")
print(f"nonparabolicity {alpha:.3f} /eV; X valley 0.48 eV above G, 100 pA/V^2")
print("effect in data | error of phi_G: two-fit | one-fit (meV)")
for name, data in variants.items():
    t2 = np.sort(fit(volts, data, [0.9, 1.2])[0])
    t1 = fit(volts, data, [1.0])[0]
    print(f"{name} | {1e3*(t2[0]-phi_G):.1f} | {1e3*(t1[0]-phi_G):.1f}")
c2 = np.sort(fit(volts, clean, [0.9, 1.2], cold)[0])
c1 = fit(volts, clean, [1.0], cold)[0]
print(f"cold law on 300 K data | {1e3*(c2[0]-phi_G):.1f} | {1e3*(c1[0]-phi_G):.1f}")
print(f"doping {doping*1e-6:.0e} cm^-3: field {field*1e-8:.4f} MV/cm")
print(f"image lowering {1e3*lowering:.1f} meV, tunnelling energy E00 {1e3*E00:.2f} meV")
print("PASS")
```

Output:

```
inputs: phi_G 0.90 eV, phi_L 1.20 eV, kT 25.85 meV
a_G 50, a_L 100 pA/V^2, rho 2.0, noise 0.10 pA
window 0.70-1.50 V, step 5 mV, 161 points
D 0.30 eV, W 0.60 eV
flux sum / formula, tops 0.3 and 0.6: 0.9998 0.9997
masses (m0): G 0.067, L long 1.9, L trans 0.075
projected L mass 0.311 m0; mode ratio 4L/G 18.6
bias, equation, T=0:      89.38 meV
bias, direct minimum, T=0: 89.38 meV
bias, 300 K noise-free:   91.37 meV
its amplitude 101.1 pA/V^2, rms misfit 0.400 pA
bias with L valley removed: 0.0000 meV
weak L, rho 0.02: formula 1.125, direct 1.122 meV
V (V) | G part | L part | one-threshold fit (pA), noise-free
0.90 | 0.055 | 0.000 | 0.004
1.00 | 0.609 | 0.000 | 0.146
1.20 | 4.610 | 0.110 | 4.625
1.35 | 10.235 | 2.469 | 13.231
1.50 | 18.110 | 9.220 | 26.388
noisy, two thresholds: 0.8991, 1.1987 eV
  amplitudes 49.5, 100.2 pA/V^2, red. chi2 0.81
noisy, one threshold: 0.9917 eV, amplitude 101.1 pA/V^2
  red. chi2 17.08, R^2 0.99705
predicted std errors, two-fit: 3.27, 4.96 meV
spread of 150 two-fits:     3.41, 5.28 meV
one-fits: mean bias 91.48, spread 0.75 meV
one-fit stopped at phi_L: std error 3.22 meV
window top (V) | bias T=0 equation | bias 300 K fit (meV)
1.20 | 0.00 | 2.78
1.30 | 16.11 | 23.28
1.40 | 55.27 | 59.70
1.50 | 89.38 | 91.37
saturation current too low by factor 34.3
tunnel gap 0.8 nm, 4.0 eV: decay energy 0.488 eV
nonparabolicity 0.613 /eV; X valley 0.48 eV above G, 100 pA/V^2
effect in data | error of phi_G: two-fit | one-fit (meV)
X valley | 8.4 | 104.8
tunnel energies | -25.7 | 49.4
nonparabolic G | 7.9 | 99.0
reflection | 50.8 | 143.6
cold law on 300 K data | -9.6 | 81.9
doping 1e+16 cm^-3: field 0.0474 MV/cm
image lowering 23.0 meV, tunnelling energy E00 2.00 meV
PASS
```
